# Bennett's acceptance ratio and one-sided exponential averaging for Gaussian distributions

**Q.** I have a cheap potential surface and an expensive one, and I want the free-energy difference between them. I can sample the cheap surface and average an exponential of the energy difference. Why should I also pay for samples on the expensive surface?

**A.** Whether you should depends on the variance each choice gives. Let the surfaces be $U_0$ and $U_1$, at the same temperature, and define

$$u_i=\frac{U_i}{kT},\qquad p_i=\frac{e^{-u_i}}{Z_i},\qquad Z_i=\int e^{-u_i}dx,\qquad w=u_1-u_0 .$$

Here $x$ stands for all classical coordinates, and both densities are positive on the same region. The quantity wanted is $\Delta f=-\ln(Z_1/Z_0)$, the free-energy difference in units of $kT$. Since $Z_0/Z_1=e^{\Delta f}$,

$$\frac{p_1}{p_0}=\frac{Z_0}{Z_1}e^{-w}=e^{-(w-\Delta f)} .\tag{1}$$

For any weight function $\alpha(x)$ for which the integrals below exist and are not zero,

$$\langle\alpha e^{-u_1}\rangle_0=\frac1{Z_0}\int\alpha e^{-u_0-u_1}dx,\qquad
\langle\alpha e^{-u_0}\rangle_1=\frac1{Z_1}\int\alpha e^{-u_0-u_1}dx .$$

The integrals are the same, so dividing gives

$$\frac{Z_1}{Z_0}=\frac{\langle\alpha e^{-u_1}\rangle_0}{\langle\alpha e^{-u_0}\rangle_1}.\tag{2}$$

Your exponential average is the choice $\alpha=e^{u_0}$: the denominator becomes 1 and the numerator $\langle e^{-w}\rangle_0$. Every other $\alpha$ gives another legitimate estimator, so we may look for the best one.

**Q.** Best in what sense? A ratio of sample averages is not even unbiased.

**A.** In the sense of the large-sample variance. Take $n_0$ and $n_1$ independent samples from the two states. To find the error, use $e^{-u_i}=Z_ip_i$ in (2). With $a=\alpha$, let $A_0$ be the sample mean of $a\,p_1$ in state 0 and $A_1$ that of $a\,p_0$ in state 1. The estimator is then

$$\widehat{\Delta f}=\Delta f-\ln A_0+\ln A_1 .$$

The unknown normalizations appear in this analysis, not in the calculation of the estimate. Both means have the expectation $B=\int a\,p_0p_1dx$. Expanding the logarithms to first order,

$$\widehat{\Delta f}-\Delta f\simeq-\frac{A_0-B}{B}+\frac{A_1-B}{B}.$$

The two sample sets are independent, so their variances add:

$$\mathrm{var}=\frac{\int a^2p_1^2p_0\,dx-B^2}{n_0B^2}+\frac{\int a^2p_0^2p_1\,dx-B^2}{n_1B^2}.$$

Collecting terms,

$$\mathrm{var}=\frac{\int a^2p_0p_1S\,dx}{\left(\int a\,p_0p_1dx\right)^2}-\frac1{n_0}-\frac1{n_1},\qquad S=\frac{p_1}{n_0}+\frac{p_0}{n_1}.\tag{3}$$

This needs finite second moments and samples numerous enough that the relative errors of $A_0$ and $A_1$ are small. Bias enters at second order in those errors.

**Q.** Now you have to minimize over a whole function. How do you know a stationary point is the minimum?

**A.** The Cauchy-Schwarz inequality settles it without a stationarity argument. Split the integrand of $B$ as

$$a\,p_0p_1=\left[a\sqrt{p_0p_1S}\right]\left[\sqrt{p_0p_1/S}\right].$$

Then

$$\left(\int a\,p_0p_1dx\right)^2\le\int a^2p_0p_1S\,dx\int\frac{p_0p_1}{S}dx .$$

The first term of (3) is therefore at least $1/A$, where $A=\int(p_0p_1/S)\,dx$. Equality requires the two brackets to be proportional, hence $a\propto1/S$. Putting $S$ over a common denominator gives

$$S=\frac{n_0p_0+n_1p_1}{n_0n_1},\qquad a\propto\frac1{n_0p_0+n_1p_1},\qquad
A=\int\frac{n_0n_1p_0p_1}{n_0p_0+n_1p_1}dx ,$$

$$\mathrm{var}_{\min}=\frac1A-\frac1{n_0}-\frac1{n_1}.\tag{4}$$

This is the minimum for given $n_0,n_1$ among estimators of the form (2).

**Q.** Where is the overlap in that?

**A.** Set $N=n_0+n_1$ and $\nu_i=n_i/N$. Then $A=N\nu_0\nu_1O$, with

$$O=\int\frac{p_0p_1}{\nu_0p_0+\nu_1p_1}dx .\tag{5}$$

Also $1/n_0+1/n_1=1/(N\nu_0\nu_1)$, because $\nu_0+\nu_1=1$. Equation (4) becomes

$$V_{\rm BAR}\equiv N\,\mathrm{var}_{\min}=\frac1{\nu_0\nu_1}\left(\frac1O-1\right).\tag{6}$$

The integrand of $O$ is small wherever either density is small, so $O$ measures shared probability. To see its range, multiply out

$$(\nu_0p_1+\nu_1p_0)(\nu_0p_0+\nu_1p_1)-p_0p_1=\nu_0\nu_1(p_0-p_1)^2 .$$

The coefficient of $p_0p_1$ on the left is $\nu_0^2+\nu_1^2-1=-2\nu_0\nu_1$, which completes the square. Dividing by $\nu_0p_0+\nu_1p_1$ and integrating,

$$1-O=\nu_0\nu_1\int\frac{(p_0-p_1)^2}{\nu_0p_0+\nu_1p_1}dx .\tag{7}$$

Thus $0<O\le1$, and $O=1$ requires identical densities. As $O\to0$ at fixed $\nu_i$, the variance grows as $1/O$.

**Q.** Your optimal weight contains $p_0$ and $p_1$ with their normalizations. Their ratio is what I am trying to find, so the argument is circular.

**A.** It is circular in a way that yields an equation. Replace the unknown $\Delta f$ in (1) by a trial value $C$. Up to a constant factor the optimal weight is

$$\alpha_C=\frac{e^{u_0}}{n_0+n_1e^{-(w-C)}} .$$

Let $F(y)=1/(1+e^y)$ and $M=\ln(n_0/n_1)$. The two functions to be averaged are

$$\alpha_Ce^{-u_0}=\frac1{n_0+n_1e^{-(w-C)}}=\frac1{n_0}F\big(-(w-C+M)\big),$$

$$\alpha_Ce^{-u_1}=\frac{e^{-C}e^{-(w-C)}}{n_0+n_1e^{-(w-C)}}=\frac{e^{-C}}{n_1+n_0e^{w-C}}=\frac{e^{-C}}{n_1}F(w-C+M).$$

In the ratio (2) the sample means supply factors $1/n_0$ and $1/n_1$. Together with the prefactors above, numerator and denominator both carry $1/(n_0n_1)$, which cancels:

$$e^{-\widehat{\Delta f}}=e^{-C}\,\frac{\sum_0F(w-C+M)}{\sum_1F(-(w-C+M))}.$$

Requiring the output to equal the trial value, $\widehat{\Delta f}=C$, gives Bennett's equation:

$$\sum_{\text{state }0}F(w-C+M)=\sum_{\text{state }1}F\big(-(w-C+M)\big).\tag{8}$$

As $C$ runs from $-\infty$ to $\infty$, the left side rises from 0 to $n_0$ and the right side falls from $n_1$ to 0. Both are strictly monotonic, so there is one root. Bisection finds it.

**Q.** But you derived the variance for a fixed weight. Now the weight depends on the same noisy data. Surely that adds noise.

**A.** Not at leading order. Let $G(C)$ be the left side of (8) minus the right side, and let $D=n_0p_0+n_1p_1$. At $C=\Delta f$, equation (1) gives

$$s\equiv F(w-\Delta f+M)=\frac1{1+n_0p_0/(n_1p_1)}=\frac{n_1p_1}{D},\qquad 1-s=\frac{n_0p_0}{D}.$$

Therefore $n_0\langle s\rangle_0=A$ and $n_1\langle1-s\rangle_1=A$, so $G(\Delta f)$ has mean zero. Since $F'=-F(1-F)$ and $F(-y)=1-F(y)$, each sample contributes $F(1-F)$ to $dG/dC$. The mean slope at $\Delta f$ is

$$\int D\,s(1-s)\,dx=\int\frac{n_0n_1p_0p_1}{D}dx=A .$$

For the variance of $G$, first add the mean squares:

$$n_0\langle s^2\rangle_0+n_1\langle(1-s)^2\rangle_1
=\int\frac{n_0n_1p_0p_1(n_1p_1+n_0p_0)}{D^2}dx=A .$$

Then subtract the squared means, $n_0(A/n_0)^2+n_1(A/n_1)^2$:

$$\mathrm{var}\,G=A-A^2\left(\frac1{n_0}+\frac1{n_1}\right).$$

Near the root, $C-\Delta f\simeq-G(\Delta f)/A$. Dividing $\mathrm{var}\,G$ by $A^2$ reproduces (4). The self-consistent estimator thus attains the minimum in the large-sample limit; at small $n_i$ there are corrections that this argument does not give.

**Q.** Fine. What is the corresponding variance of my one-sided average?

**A.** If all $N$ samples come from state 0, the sampled quantity is proportional to $p_1/p_0$, whose mean is 1. Its variance gives

$$V_{\rm EXP}=\int\frac{p_1^2}{p_0}dx-1 .\tag{9}$$

This too is a large-sample result for the logarithm. For the average itself, $V_{\rm EXP}/N$ is the relative variance at any $N$, provided the integral is finite.

The two methods are connected. Dividing (7) by $\nu_0\nu_1O$ gives

$$V_{\rm BAR}=\frac1O\int\frac{(p_0-p_1)^2}{\nu_0p_0+\nu_1p_1}dx .$$

When $V_{\rm EXP}$ is finite and $\nu_0\to1$, the integral tends to $\int(p_0-p_1)^2/p_0\,dx=V_{\rm EXP}$. The limit may be taken inside, since for $\nu_0\ge\frac12$ the integrand is at most $2(p_0-p_1)^2/p_0$. By (7), $O\to1$, so $V_{\rm BAR}\to V_{\rm EXP}$.

**Q.** So Bennett's method wins for every pair of distributions?

**A.** At fixed $n_0$, adding samples from state 1 cannot raise the leading-order variance. The one-sided weight $a=1/p_0$ is one of the candidates in (3), and it ignores the state-1 data. Its variance is $V_{\rm EXP}/n_0$, so

$$V_{\rm BAR}\le\frac{V_{\rm EXP}}{\nu_0}.\tag{10}$$

At fixed total $N$ the answer can differ, because an equal split removes half the samples from state 0. Take concentric Gaussians, $p_0$ of width 1 and $p_1$ of width $s$:

$$\int\frac{p_1^2}{p_0}dx=\frac{\sqrt{2\pi}}{2\pi s^2}\int e^{-x^2(2-s^2)/(2s^2)}dx
=\frac{1}{\sqrt{2\pi}\,s^2}\sqrt{\frac{2\pi s^2}{2-s^2}}=\frac1{s\sqrt{2-s^2}},$$

for $s<\sqrt2$. At $s=0.1$ this gives $V_{\rm EXP}=6.09$, while the equal split has $V_{\rm BAR}=8.66$, which is 42% larger. The bound (10) allows up to a factor of two. Here the wide state already covers the narrow one.

Direction matters too. Averaging from the narrow state involves $\int p_0^2/p_1\,dx$, whose exponent is $-x^2[1-1/(2s^2)]$. It diverges for $s\le1/\sqrt2$, so that average has infinite variance. At $s=0.1$ the integral cut off at $|x|<1$ is already $1.6\times10^{18}$, and at $|x|<2$ it is $5.4\times10^{81}$. Bennett's variance stays finite.

**Q.** My energy differences look like a Gaussian. What happens then?

**A.** Suppose $w$ is Gaussian in state 0, with mean $\mu$ and variance $d^2$. The density ratio (1) depends on $x$ through $w$ alone, so the distributions of $w$ obey the same relation: $p_1(w)=p_0(w)e^{-(w-\Delta f)}$. Completing the square,

$$-\frac{(w-\mu)^2}{2d^2}-w=-\frac{(w-\mu+d^2)^2}{2d^2}-\mu+\frac{d^2}{2}.$$

Thus $w$ is Gaussian in state 1 too, with the same variance and mean $\mu-d^2$. Normalization requires $\Delta f-\mu+d^2/2=0$. The means are therefore $\Delta f+d^2/2$ in state 0 and $\Delta f-d^2/2$ in state 1: two equal Gaussians, $d$ standard deviations apart.

For the one-sided average, $\int p_1^2/p_0\,dx=\langle e^{-2(w-\Delta f)}\rangle_0$. A Gaussian average of an exponential gives $\exp(-2\cdot d^2/2+4d^2/2)=e^{d^2}$, hence

$$V_{\rm EXP}=e^{d^2}-1 .\tag{11}$$

For Bennett's method with equal numbers, use $y=(w-\Delta f)/d$ and the standard normal density $\varphi$:

$$p_0=\varphi(y)e^{-d^2/8}e^{dy/2},\qquad p_1=\varphi(y)e^{-d^2/8}e^{-dy/2}.$$

The product is $\varphi^2e^{-d^2/4}$ and half the sum is $\varphi e^{-d^2/8}\cosh(dy/2)$. Their quotient, integrated, is

$$O=e^{-d^2/8}\,E\!\left[\mathrm{sech}\frac{dX}{2}\right],\qquad X\ \text{standard normal}.\tag{12}$$

**Q.** If the states nearly coincide, does the second set of samples buy anything?

**A.** Very little at fixed total $N$: moving half the samples to state 1 hardly changes the variance. To see this, use $\mathrm{sech}\,z=1-z^2/2+5z^4/24-61z^6/720+\dots$ and the moments $E[X^2]=1$, $E[X^4]=3$, $E[X^6]=15$:

$$E\!\left[\mathrm{sech}\frac{dX}2\right]=1-\frac{d^2}8+\frac{5d^4}{128}-\frac{61d^6}{3072}+\dots$$

Multiplication by $e^{-d^2/8}=1-d^2/8+d^4/128-d^6/3072+\dots$ yields

$$O=1-\frac{d^2}{4}+\frac{d^4}{16}-\frac{5d^6}{192}+\dots$$

Write $O=1-\epsilon$ and use $1/O=1+\epsilon+\epsilon^2+\epsilon^3+\dots$. The $d^4$ terms cancel, $-\frac1{16}+\frac1{16}=0$. The $d^6$ terms give $\frac5{192}-\frac1{32}+\frac1{64}=\frac1{96}$. Multiplying $1/O-1$ by 4,

$$V_{\rm BAR}=d^2+\frac{d^6}{24}+\dots,\qquad V_{\rm EXP}=d^2+\frac{d^4}{2}+\dots\tag{13}$$

The leading terms agree, and the ratio $V_{\rm EXP}/V_{\rm BAR}$ begins as $1+d^2/2$.

**Q.** And when they are far apart?

**A.** With $t=dx/2$, the average in (12) is

$$E\!\left[\mathrm{sech}\frac{dX}2\right]=\frac{2}{d\sqrt{2\pi}}\int e^{-2t^2/d^2}\,\mathrm{sech}\,t\,dt .$$

For large $d$ the exponential is nearly 1 where $\mathrm{sech}\,t$ is appreciable. Using $\int\mathrm{sech}\,t\,dt=\pi$ and $\int t^2\,\mathrm{sech}\,t\,dt=\pi^3/4$,

$$O\simeq\frac{\sqrt{2\pi}}d\,e^{-d^2/8}\left(1-\frac{\pi^2}{2d^2}\right),\qquad
V_{\rm BAR}\simeq\frac{4d}{\sqrt{2\pi}}\,e^{d^2/8}\left(1+\frac{\pi^2}{2d^2}\right).\tag{14}$$

This form of $V_{\rm BAR}$ also drops the $-1$ in $1/O-1$ and is accurate only for large $d$: it is too high by 40% at $d=3$, 14% at $d=4$ and 2% at $d=6$, so the table below uses (12) directly. One-sided averaging grows as $e^{d^2}$, so the exponent is smaller by a factor of eight. Bennett's cost is still exponential in $d^2$. For equal numbers and the same total $N$:

| $d$ | $O$ | $V_{\rm BAR}$ | $V_{\rm EXP}$ |
|---|---|---|---|
| 0.5 | 0.941 | 0.251 | 0.284 |
| 1 | 0.796 | 1.03 | 1.72 |
| 2 | 0.450 | 4.90 | 53.6 |
| 3 | 0.197 | 16.3 | 8100 |
| 4 | 0.069 | 54.3 | $8.9\times10^6$ |

**Q.** Can I trust the last entry as an error bar?

**A.** As a relative variance of the average, yes. As an error bar on its logarithm, only with far more samples than $V_{\rm EXP}$ suggests. The second moment has the integrand $p_0(w)e^{-2w}$, which peaks $2d^2$ below the mean of $w$ in state 0, or $2d$ standard deviations. At $d=4$ those are eight-standard-deviation events. Until they have been sampled, the observed scatter gives no reliable account of the variance.

**Q.** Give me a case with energies in it.

**A.** Take two classical harmonic modes at 300 K, where $kT=25.85$ meV. The force constants are the same on both surfaces, $k_1=2000$ and $k_2=5000$ meV/Å$^2$. The minima are displaced by $b_1=0.15$ and $b_2=0.10$ Å, and the expensive surface is offset by 50 meV. These are round model parameters. Equal force constants give equal configurational integrals apart from the offset, so the free-energy difference is 50 meV.

The energy difference is linear in the coordinates:

$$U_1-U_0=50\ \text{meV}+\sum_i\left(\tfrac12k_ib_i^2-k_ib_ix_i\right).$$

In state 0 each $x_i$ is Gaussian with variance $kT/k_i$, so $w$ is Gaussian with

$$d^2=\frac1{(kT)^2}\sum_ik_i^2b_i^2\frac{kT}{k_i}=\frac{\sum_ik_ib_i^2}{kT}=\frac{45+50}{25.85}=3.675 .$$

The spread of the energy difference is $d\,kT=49.6$ meV. In (12) the sech average is 0.754, so $O=e^{-3.675/8}\times0.754=0.476$. The variance factors are

$$V_{\rm BAR}=4\left(\frac1{0.47626}-1\right)=4.40,\qquad V_{\rm EXP}=e^{3.675}-1=38.4 .$$

A standard error of 1 meV needs $N=V(kT/1\ \text{meV})^2$ with $(25.85)^2\simeq668$. That is 2940 samples for Bennett's method, 1470 from each state, against 25,691 for the one-sided average. In 800 repeated simulations with these numbers, the root-mean-square errors were 0.99 and 0.97 meV. Both agree with the 1 meV target within the tests' tolerances of 10% and 15%.

**Q.** Is the optimal weight really worth the trouble here? And why an equal split?

**A.** The simple weight $a=1/\sqrt{p_0p_1}$ makes the numerator integral in (3), multiplied by $N$, equal to 4. The squared denominator is $e^{-d^2/4}$. Its variance factor is therefore $4(e^{d^2/4}-1)=6.02$, which is 37% above the minimum. A constant $a$ gives 4.52 in the single coordinate along the displacement, only 3% above it. That figure is not transferable: each further unit Gaussian coordinate $z$, unaffected by the displacement, multiplies the first term of (3) by

$$\frac{\int\varphi^3dz}{(\int\varphi^2dz)^2}=\frac{1/(2\pi\sqrt3)}{1/(4\pi)}=\frac2{\sqrt3}.$$

For the two modes here the constant weight therefore gives $(4.52+4)\times2/\sqrt3-4=5.84$, which is 33% above the minimum. The optimal weight has no such penalty, since its overlap integrand acquires $\varphi^2/\varphi=\varphi(z)$, which integrates to 1.

As for the split, a scan of $\nu_0$ in steps of 0.05 has its minimum at 0.50 for this model. At $\nu_0=0.3$ the factor is 4.76, an increase of 8%. A separate minimization over a flexible family of weights at that split returns the same 4.76.

**Q.** You count samples. I pay for computer time, and a sample from the expensive surface costs much more.

**A.** Then compare costs. Let $c_0$ and $c_1$ be the costs of one independent sample from each state, including both energies at that configuration and the steps needed to decorrelate it. For the same error, equal-split Bennett sampling is cheaper when

$$V_{\rm BAR}\frac{c_0+c_1}{2}<V_{\rm EXP}c_0,\qquad\text{that is}\qquad \frac{c_1}{c_0}<\frac{2V_{\rm EXP}}{V_{\rm BAR}}-1 .$$

Here the threshold is $2\times8.74-1\simeq16.5$. Note that $c_0$ already contains one expensive energy evaluation, because the one-sided average needs $w$ as well. If the cheap steps between samples cost little compared with that evaluation, $c_1/c_0$ is roughly the number of expensive steps that separate independent samples in state 1, provided a step costs about as much as one energy evaluation. If that ratio is 5, use both states; if it is 50, the one-sided average is cheaper for this $d$ than an equal split. That does not make it the best choice, because the split need not be equal. For a general split the cost at fixed error is proportional to $V_{\rm BAR}(\nu_0c_0+\nu_1c_1)$, with $V_{\rm BAR}$ from (6). At a ratio of 50, taking only about 1% of the samples from state 1 costs roughly 40% less than the one-sided average. At $d=0.5$ the threshold is only $2\times1.134-1\simeq1.3$, while at $d=3$ it is near 1000. That last figure is a large-sample limit: with only about $10V_{\rm EXP}$ samples the error of the one-sided logarithm at $d=3$ is roughly half of $\sqrt{V_{\rm EXP}/N}$, so at modest accuracy the threshold is lower. The spread of $w$ in a short run on the cheap surface gives a first estimate of $d$, provided the distribution is close to Gaussian. The numerical output below lists the values used for the equal split.

## Table of computed values

```
Temperature: 300 K; kT = 25.8520 meV
Mode 1: k = 2000 meV/A^2, shift = 0.15 A
Mode 2: k = 5000 meV/A^2, shift = 0.10 A
Offset = free-energy difference: 50.0 meV = 1.9341 kT
Sum of k b^2: 95.00 meV
Spread of energy difference: 49.56 meV; d = 1.9170
d^2 = 3.6748; mean sech factor = 0.75394
Overlap O (equal numbers): 0.47626
V_BAR = 4.3988; V_EXP = 38.4394; ratio EXP/BAR = 8.739
V for weight 1/sqrt(p0 p1): 6.0240
V for constant weight a: 4.5215
V for weight 1/p0, equal split: 76.8787
Best fraction nu0 on scan (step 0.05): 0.50
Target standard error: 1.0 meV
BAR samples: 1470 per state, 2940 in all
EXP samples: 25691
Break-even cost ratio c1/c0: 16.48
Simulated rms error, 800 runs: BAR 0.989 meV
Simulated rms error, 800 runs: EXP 0.970 meV
nu0 = 0.3: V formula 4.7578, variational 4.7578
nu0 = 0.3: V simulated (300+700 samples, 2000 runs) 4.656
Table: d, O, V_BAR, V_EXP, ratio (dimensionless)
  0.5  0.94105  0.2506  0.28403  1.134
  1.0  0.79595  1.0255  1.7183  1.676
  2.0  0.44960  4.8968  53.598  10.95
  3.0  0.19724  16.2796  8102.1  497.7
  4.0  0.06860  54.3112  8.8861e+06  1.636e+05
(V_BAR-d^2)/d^6 at d = 0.1: 0.04135; 1/24 = 0.04167
V_BAR over leading large-d form at d = 12: 1.0327
Widths 1 and 0.1: V_EXP from wide state = 6.0888
Widths 1 and 0.1: V_BAR, equal split = 8.6598
Widths 1 and 0.1: ratio BAR/EXP = 1.422
Reverse second moment cut at |x|<1: 1.494e+18, |x|<2: 4.891e+81
```
